# PAW Pair Densities and Their Longitudinal Long-Wavelength Limit

## 1. Two states confined to one sphere

Take a lattice of atoms so far apart that the states of interest vanish outside a sphere around each atom. Let $\phi_a$ be filled and $\phi_b$ empty, orthogonal to each other. For the atom at $R$ in the home cell, the Bloch sums have the cell-periodic parts

$$u_{vk}=e^{-ik(x-R)}\phi_a,\qquad u_{ck}=e^{-ik(x-R)}\phi_b .$$

The pair density of optical response is the overlap at neighbouring wave vectors,

$$\langle u_{ck}|u_{v,k+q}\rangle=\langle\phi_b|e^{-iq(x-R)}|\phi_a\rangle=-iq\,d_{ba}+O(q^2),$$

with $d_{ba}=\langle\phi_b|x-R|\phi_a\rangle$. The constant term is absent because the states are orthogonal.

In the projector-augmented-wave (PAW) method one stores smooth functions $\tilde\phi_a,\tilde\phi_b$ instead. They need not be orthogonal. Define the differences

$$Q_{ba}=\langle\phi_b|\phi_a\rangle-\langle\tilde\phi_b|\tilde\phi_a\rangle,\qquad D_{ba}=d_{ba}-\tilde d_{ba},$$

where $\tilde d_{ba}$ is the dipole of the smooth functions. Two corrections are then needed: $Q_{ba}$ cancels the false constant $\langle\tilde\phi_b|\tilde\phi_a\rangle$, and $D_{ba}$ turns $\tilde d_{ba}$ into $d_{ba}$. In a crystal the states spread over many spheres and $x$ is not a periodic operator. The dipole must then be replaced by a derivative with respect to $k$, which brings in a third term.

## 2. Setting and conventions

Hartree atomic units are used. The all-electron state is $|\psi_{n\mathbf k}\rangle=T|\tilde\psi_{n\mathbf k}\rangle$ with

$$T=1+\sum_i|\Delta_i\rangle\langle\tilde p_i|,\qquad \Delta_i=\phi_i-\tilde\phi_i,\qquad \langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}.$$

The index $i$ runs over atoms and their partial waves; $\delta_{ij}$ refers to waves of one atom. The spheres do not overlap, and both $\Delta_i$ and $\tilde p_i$ vanish outside the sphere of their atom, centred at $\mathbf R_i$.

Cell-periodic functions are $u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{n\mathbf k}$ and $\tilde u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\tilde\psi_{n\mathbf k}$, with brackets taken over one cell and $\langle u_{n\mathbf k}|u_{n\mathbf k}\rangle=1$. The matching projectors are

$$\tilde p_{i\mathbf k}=e^{-i\mathbf k\cdot(\mathbf r-\mathbf R_i)}\,\tilde p_i ,$$

repeated periodically, so that $\mathbf r-\mathbf R_i$ always means the distance from the centre of the sphere concerned. The bands $v$ (filled) and $c$ (empty) are separated by a gap and, at first, non-degenerate.

## 3. Local operators between PAW states

Let $B$ be a multiplication by a function of $\mathbf r$. Multiplying out,

$$T^\dagger BT=B+\sum_i|\tilde p_i\rangle\langle\Delta_i|B+\sum_jB|\Delta_j\rangle\langle\tilde p_j|+\sum_{ij}|\tilde p_i\rangle\langle\Delta_i|B|\Delta_j\rangle\langle\tilde p_j| .$$

Terms with $i$ and $j$ on different atoms vanish in the last sum, since $B$ is local and the spheres are disjoint. In the second term insert $1=P+(1-P)$ to the right of $B$, with $P=\sum_j|\tilde\phi_j\rangle\langle\tilde p_j|$ for the same sphere; in the third insert $1=P^\dagger+(1-P^\dagger)$ to the left. The parts with $P$ and $P^\dagger$ join the last sum, whose coefficient becomes

$$\langle\Delta_i|B|\tilde\phi_j\rangle+\langle\tilde\phi_i|B|\Delta_j\rangle+\langle\Delta_i|B|\Delta_j\rangle=\langle\phi_i|B|\phi_j\rangle-\langle\tilde\phi_i|B|\tilde\phi_j\rangle ,$$

as one checks by putting $\phi=\tilde\phi+\Delta$ on the right. What remains is

$$\sum_i|\tilde p_i\rangle\langle\Delta_i|B(1-P)+\sum_j(1-P^\dagger)B|\Delta_j\rangle\langle\tilde p_j| .$$

This remainder gives zero if the smooth states obey $\tilde\psi=P\tilde\psi$ inside the spheres, that is, if the $\tilde\phi_j$ expand them completely there. With a finite set of partial waves, dropping it is an approximation. From here on it is dropped, and this defines the PAW model.

## 4. The pair density at finite q

From the definition of $u$,

$$\langle u_{c\mathbf k}|u_{v,\mathbf k+\mathbf q}\rangle=\langle\psi_{c\mathbf k}|e^{-i\mathbf q\cdot\mathbf r}|\psi_{v,\mathbf k+\mathbf q}\rangle ,$$

so $B=e^{-i\mathbf q\cdot\mathbf r}$. Measured from the atom, its one-centre coefficient is $e^{-i\mathbf q\cdot\mathbf R_i}Q_{ij}(\mathbf q)$ with

$$Q_{ij}(\mathbf q)=\int e^{-i\mathbf q\cdot(\mathbf r-\mathbf R_i)}\left[\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\right]d^3r .$$

The projections carry phases as well. Since

$$\langle\tilde p_{i\mathbf k}|\tilde u_{n\mathbf k}\rangle=\int\tilde p_i^*\,e^{i\mathbf k\cdot(\mathbf r-\mathbf R_i)}e^{-i\mathbf k\cdot\mathbf r}\tilde\psi_{n\mathbf k}\,d^3r=e^{-i\mathbf k\cdot\mathbf R_i}\langle\tilde p_i|\tilde\psi_{n\mathbf k}\rangle ,$$

the state at $\mathbf k+\mathbf q$ supplies $e^{i(\mathbf k+\mathbf q)\cdot\mathbf R_i}$ and the conjugated state at $\mathbf k$ supplies $e^{-i\mathbf k\cdot\mathbf R_i}$. Together with $e^{-i\mathbf q\cdot\mathbf R_i}$ their product is 1. Hence

$$\langle u_{c\mathbf k}|u_{v,\mathbf k+\mathbf q}\rangle=\langle\tilde u_{c\mathbf k}|\tilde u_{v,\mathbf k+\mathbf q}\rangle+\sum_{ij}\langle\tilde u_{c\mathbf k}|\tilde p_{i\mathbf k}\rangle Q_{ij}(\mathbf q)\langle\tilde p_{j,\mathbf k+\mathbf q}|\tilde u_{v,\mathbf k+\mathbf q}\rangle. \tag{1}$$

At $\mathbf q=0$ the right side is $\langle\tilde u_c|S|\tilde u_v\rangle$, with

$$S=1+\sum_{ij}|\tilde p_{i\mathbf k}\rangle Q_{ij}\langle\tilde p_{j\mathbf k}|,\qquad Q_{ij}=Q_{ij}(0).$$

The PAW eigenproblem is $\tilde H\tilde u_n=\varepsilon_nS\tilde u_n$, and its solutions are orthogonal with weight $S$. The constant term of (1) therefore vanishes, provided that the pair density and the eigenproblem use the same $S$. This matters because response functions contain the pair density divided by $q$: any constant left over, from omitting $Q_{ij}$ or from using an inconsistent one, diverges as $1/q$ in the amplitude and $1/q^2$ in the response.

## 5. The limit q → 0

Choose the phase of $\tilde u_v$ to be differentiable in $\mathbf k$. Each factor of (1) that depends on $\mathbf q$ is expanded to first order:

$$\tilde u_{v,\mathbf k+\mathbf q}=\tilde u_v+\mathbf q\cdot\nabla_{\mathbf k}\tilde u_v,\qquad \langle\tilde p_{j,\mathbf k+\mathbf q}|=\langle\tilde p_j|\,[1+i\mathbf q\cdot(\mathbf r-\mathbf R_j)],$$

$$Q_{ij}(\mathbf q)=Q_{ij}-i\mathbf q\cdot\mathbf D_{ij},\qquad \mathbf D_{ij}=\int(\mathbf r-\mathbf R_i)\left[\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\right]d^3r .$$

The index $\mathbf k$ is now left out. The sign in the bra is plus because $\tilde p_{j\mathbf k}$ is conjugated there. The terms linear in $\mathbf q$ are:

- from $\nabla\tilde u_v$, in both parts of (1): $\langle\tilde u_c|\nabla\tilde u_v\rangle+\sum\langle\tilde u_c|\tilde p_i\rangle Q_{ij}\langle\tilde p_j|\nabla\tilde u_v\rangle=\langle\tilde u_c|S|\nabla\tilde u_v\rangle$;
- from the projector phase: $i\sum\langle\tilde u_c|\tilde p_i\rangle Q_{ij}\langle\tilde p_j|(\mathbf r-\mathbf R_j)|\tilde u_v\rangle$;
- from $Q_{ij}(\mathbf q)$: $-i\sum\langle\tilde u_c|\tilde p_i\rangle\mathbf D_{ij}\langle\tilde p_j|\tilde u_v\rangle$.

So $\langle u_{c\mathbf k}|u_{v,\mathbf k+\mathbf q}\rangle=\mathbf q\cdot\mathbf A_{cv}+O(q^2)$ with

$$\mathbf A_{cv}=\langle\tilde u_c|S|\nabla\tilde u_v\rangle+i\sum_{ij}\langle\tilde u_c|\tilde p_i\rangle\left[Q_{ij}\langle\tilde p_j|(\mathbf r-\mathbf R_j)|\tilde u_v\rangle-\mathbf D_{ij}\langle\tilde p_j|\tilde u_v\rangle\right]. \tag{2}$$

No completeness was used between (1) and (2). Equation (2) is the limit of (1) for any set of partial waves; their incompleteness affects how well both represent the all-electron values.

**Back to the confined states.** There $\tilde u_v=e^{-ik(x-R)}\tilde\phi_a$, so $\partial_k\tilde u_v=-i(x-R)\tilde u_v$, and $\langle\tilde\phi_b|\tilde p_i\rangle=\delta_{bi}$. The first term of (2) is

$$-i\tilde d_{ba}-i\sum_jQ_{bj}\langle\tilde p_j|(x-R)|\tilde\phi_a\rangle .$$

The second term of (2) cancels the sum, and the third adds $-iD_{ba}$. The result is $-i(\tilde d_{ba}+D_{ba})=-id_{ba}$, as in section 1. The $Q(\mathbf r-\mathbf R)$ term thus removes what $S$ adds when the phase factor is differentiated.

**Equal norms.** If the partial waves are built so that $Q_{ij}=0$, then $S=1$ and the middle term disappears, but $\mathbf D_{ij}$ need not vanish: two charge distributions with equal total charge can have different dipoles.

**Choice of centre.** Replace $\mathbf r-\mathbf R$ by $\mathbf r-\mathbf R-\mathbf a$ throughout the bracket of (2). Then $Q_{ij}\langle\tilde p_j|(\mathbf r-\mathbf R_j)|\tilde u_v\rangle$ and $\mathbf D_{ij}\langle\tilde p_j|\tilde u_v\rangle$ both change by $-\mathbf aQ_{ij}\langle\tilde p_j|\tilde u_v\rangle$, and their difference stays the same. The last two terms have a separate size only for a stated centre.

## 6. Finding the derivative of the smooth function

Differentiate $(\tilde H-\varepsilon_vS)\tilde u_v=0$ with respect to $\mathbf k$:

$$(\tilde H-\varepsilon_vS)\nabla\tilde u_v=-(\nabla\tilde H-\varepsilon_v\nabla S-S\nabla\varepsilon_v)\tilde u_v . \tag{3}$$

Multiply from the left by $\langle\tilde u_c|$. As $\tilde H$ and $S$ are Hermitian, $\langle\tilde u_c|\tilde H=\varepsilon_c\langle\tilde u_c|S$, and the left side becomes $(\varepsilon_c-\varepsilon_v)\langle\tilde u_c|S|\nabla\tilde u_v\rangle$. On the right the term with $\nabla\varepsilon_v$ drops out by orthogonality. Dividing,

$$\langle\tilde u_c|S|\nabla\tilde u_v\rangle=\frac{\langle\tilde u_c|\nabla\tilde H-\varepsilon_v\nabla S|\tilde u_v\rangle}{\varepsilon_v-\varepsilon_c}. \tag{4}$$

Multiplying (3) by $\langle\tilde u_v|$ instead makes the left side zero and gives the band slope, $\nabla\varepsilon_v=\langle\tilde u_v|\nabla\tilde H-\varepsilon_v\nabla S|\tilde u_v\rangle$.

The operator derivatives come from the projector phases:

$$\nabla S=i\sum_{ij}\left[|\tilde p_i\rangle Q_{ij}\langle\tilde p_j|(\mathbf r-\mathbf R_j)-(\mathbf r-\mathbf R_i)|\tilde p_i\rangle Q_{ij}\langle\tilde p_j|\right].$$

If $\tilde H=\tfrac12(-i\nabla_{\mathbf r}+\mathbf k)^2+\tilde v(\mathbf r)+\sum|\tilde p_i\rangle h_{ij}\langle\tilde p_j|$, then $\nabla\tilde H$ is $-i\nabla_{\mathbf r}+\mathbf k$ plus the same expression with $h_{ij}$ in place of $Q_{ij}$.

Equation (4) suffices for a few pairs. For many empty bands one may solve (3) once per filled state as a linear system. Its solution is fixed up to a multiple of $\tilde u_v$, which the next section shows to be harmless.

## 7. Phases, the other derivative, degeneracy

Replace $\tilde u_v$ by $e^{i\theta(\mathbf k)}\tilde u_v$. Then $\nabla\tilde u_v$ gains $i(\nabla\theta)\tilde u_v$, which contributes $i\nabla\theta\,\langle\tilde u_c|S|\tilde u_v\rangle=0$ to (2). So $\mathbf A_{cv}$ is only multiplied by $e^{i\theta}$, and $|\mathbf q\cdot\mathbf A_{cv}|$ is unchanged.

One may also shift the empty state. The linear coefficient of $\langle u_{c,\mathbf k+\mathbf q}|u_{v\mathbf k}\rangle$ is found in the same way:

$$\langle\nabla\tilde u_c|S|\tilde u_v\rangle-i\sum\langle\tilde u_c|(\mathbf r-\mathbf R_i)|\tilde p_i\rangle Q_{ij}\langle\tilde p_j|\tilde u_v\rangle+i\sum\langle\tilde u_c|\tilde p_i\rangle\mathbf D_{ij}\langle\tilde p_j|\tilde u_v\rangle .$$

Add this to (2). The $\mathbf D$ terms cancel, and the rest is $\nabla\langle\tilde u_c|S|\tilde u_v\rangle$, including the $\nabla S$ above. That is zero, as the states are orthogonal at every $\mathbf k$. The two coefficients are therefore opposite in sign, and the choice of shifted state does not affect intensities.

When filled bands are degenerate, single eigenvectors may have no derivative. One then uses a differentiable basis of the degenerate subspace. A change of that basis mixes the $\mathbf A_{cv}$ linearly, by the argument just given for a phase, and sums of $|\mathbf q\cdot\mathbf A_{cv}|^2$ over the subspace are unaffected. If $\varepsilon_c$ and $\varepsilon_v$ meet, (4) fails; metals need a separate intraband treatment.

## 8. The momentum form

For an all-electron Hamiltonian with a local potential, $H(\mathbf k)=\tfrac12(-i\nabla_{\mathbf r}+\mathbf k)^2+v(\mathbf r)$. The steps of section 6 with $S=1$ give

$$\mathbf A_{cv}=\langle u_c|\nabla u_v\rangle=\frac{\langle u_c|-i\nabla_{\mathbf r}+\mathbf k|u_v\rangle}{\varepsilon_v-\varepsilon_c}. \tag{5}$$

This is an independent road to the same number. A nonlocal potential $V$ enters as $V(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}Ve^{i\mathbf k\cdot\mathbf r}$, whose derivative $-i[\mathbf r,V(\mathbf k)]$ must be added to the numerator. The longitudinal form (2) takes it in through $\nabla\tilde H$.

## 9. From pair densities to the dielectric function

Let independent electrons feel the weak static potential $we^{i\mathbf q\cdot\mathbf r}+w^*e^{-i\mathbf q\cdot\mathbf r}$. Second-order perturbation theory lowers the energy by the sum of $|w|^2|\langle u_{c\mathbf k}|u_{v,\mathbf k+\mathbf q}\rangle|^2/(\varepsilon_{c\mathbf k}-\varepsilon_{v,\mathbf k+\mathbf q})$, with a factor 2 for spin and a factor 2 for the two exponentials, which contribute equally by time reversal. If the induced density is $\chi_0$ times the potential, the energy per volume, half the product of density and potential, is $\chi_0|w|^2$. Hence, for cell volume $\Omega$ and $N_k$ wave vectors,

$$\chi_0(\mathbf q)=-\frac{4}{\Omega N_k}\sum_{\mathbf kvc}\frac{|\langle u_{c\mathbf k}|u_{v,\mathbf k+\mathbf q}\rangle|^2}{\varepsilon_{c\mathbf k}-\varepsilon_{v,\mathbf k+\mathbf q}} .$$

The head of the random-phase dielectric matrix is $1-4\pi\chi_0/q^2$. With (2) the factors $q^2$ cancel:

$$\epsilon=1+\frac{4\pi\alpha}{\Omega},\qquad \alpha=\frac{4}{N_k}\sum_{\mathbf kvc}\frac{|\hat{\mathbf q}\cdot\mathbf A_{cv}|^2}{\varepsilon_c-\varepsilon_v}. \tag{6}$$

In the Bethe-Salpeter equation without coupling to de-excitations, an exciton is a superposition of pairs with coefficients $X_{cv\mathbf k}$. Its amplitude for absorbing long-wavelength light is the corresponding sum of pair amplitudes, $\sum X^*_{cv\mathbf k}\,\hat{\mathbf q}\cdot\mathbf A_{cv}$. Here the phases interfere, so $\mathbf A_{cv}$ must be computed with the same $\tilde u$ that enter the electron-hole Hamiltonian.

## 10. A crystal that can be solved both ways

A one-dimensional cell of 6 bohr holds Gaussian wells at 1.3 and 4.2 bohr, 3 and 2 hartree deep, each with a standard deviation of 0.2 bohr. Two bands are filled. The all-electron problem is solved in plane waves, and (5) gives the reference $|A|$.

For PAW, spheres of radius 1.4 bohr are used. The $\phi_i$ are even and odd solutions in each well at chosen reference energies. The $\tilde\phi_i$ are polynomials of the same parity, joined to $\phi_i$ at the radius in value and slope, and for three waves per parity also in second derivative. The projectors are the combinations of the $\tilde\phi_i$, cut off at the radius, that are dual to them. There is no local pseudopotential: $h_{ij}$ is the difference between the all-electron energy integrals and the kinetic integrals of the polynomials.

**Accuracy.** At $k=0.2$ bohr$^{-1}$, with three waves per parity, the four lowest energies agree with the all-electron ones within $3.5\times10^{-6}$ hartree. For transitions from bands 1, 2 to bands 3, 4 the largest error of $|A|$ is $9\times10^{-6}$ of the largest $|A|$. With two waves per parity, and other reference energies, these errors are $6\times10^{-3}$ hartree and $6\times10^{-3}$. The plane waves are the same in both calculations; only the partial waves and the quantities built from them differ.

**The three terms.** For the transition $2\to3$, at 0.8796 hartree (23.9 eV), the parts of (2) along the phase of the total are, in bohr and in the order of (2),

$$0.8775-0.0204+0.0355=0.8926 ,$$

or 0.472 Å. The all-electron value is also 0.8926 bohr. For this set of partial waves the two one-centre terms partly cancel, and together they supply 0.0151 bohr, or 1.7 % of this element. Keeping the first term alone gives a largest error, over the four transitions, of 2.2 % of the largest $|A|$. These shares belong to the chosen partial waves, not to the crystal. With the two-wave set the one-centre terms have the same sign and supply 13 % of the element; with three waves per parity and a radius of 1.0 bohr they supply 0.6 %. Only the total is physical.

**Small q.** At $q=0$ the smooth overlap for $2\to3$ is 0.090, while the full expression (1) vanishes to rounding. Divided by $q=0.01$ bohr$^{-1}$, that false constant would be 9.0 bohr, ten times the true amplitude and a hundred times the true intensity. The modest 1.7 % above therefore does not measure the importance of augmentation: $S$ has already acted in the first term.

The full pair density divided by $q$, averaged over $\pm q$, is 0.8840, 0.8925 and 0.8926 bohr for $q=0.1$, 0.01 and 0.001 bohr$^{-1}$. Writing $|\langle u_{ck}|u_{v,k\pm q}\rangle|/q=|A\pm Bq+\dots|$ shows that the average removes the linear error. What remains is of order $q^2$, in keeping with the hundredfold drop from the first value to the second.

**Finite q.** At $q=0.2$ bohr$^{-1}$ the smooth overlap is 0.2025, whereas (1) gives 0.13245, the all-electron value. The derivation of (1) holds for any two bands, and also with $\mathbf q+\mathbf G$ in place of $\mathbf q$, where $\mathbf G$ is a reciprocal lattice vector. It can therefore supply the pair densities of an electron-hole kernel, but the dropped remainder of section 3 depends on $\mathbf G$ and on the bands. In this model, among bands 1 to 4 at $q=0.2$ bohr$^{-1}$, the largest error rises from $3\times10^{-6}$ at $G=0$ to $2\times10^{-4}$ at the sixth reciprocal vector, where the largest element is 0.06. High empty bands need more partial waves: with three per parity, the energies of bands 8 to 12 at $k=0.2$ bohr$^{-1}$ are off by 0.17 to 0.74 hartree, and their pair densities are not reliable.

**Response.** With 24 wave vectors and the lowest 12 bands, (6) gives $\alpha=3.639$ bohr$^3$ per cell. Using (1) at $q=0.005$ bohr$^{-1}$ without any derivative gives the same to these digits, as does the all-electron calculation. If each chain occupies a cross-section of 30 bohr$^2$, then $\Omega=6\times30=180$ bohr$^3$ and

$$\epsilon=1+\frac{4\pi\times3.639}{180}=1.254 .$$

This is the head for a field along the chains. It leaves out local fields, electron-hole attraction and self-consistency of the potential. The agreement confirms the transition amplitudes within this model; it says nothing about how well independent electrons would describe a real crystal. The full set of values is in the numerical output below.

## Calculated quantities

```
lattice constant 6.0 bohr, atoms at [1.3, 4.2] bohr
well depths [3.0, 2.0] hartree, width 0.2 bohr
augmentation radius 1.4 bohr, plane waves 101
reference energies, 2 per parity: [-0.5, 0.8] hartree
reference energies, 3 per parity: [-0.7, 0.2, 1.3] hartree
k = 0.2 1/bohr; filled bands 1-2, bands kept 12
Q, atom 1, lowest even wave (phi(0)=1): 0.5559 bohr
D, atom 1, lowest even-odd (phi_odd'(0)=1): 0.0633 bohr^3
band 1 energy: PAW -0.708671, all-electron -0.708671 hartree
band 2 energy: PAW -0.304258, all-electron -0.304262 hartree
band 3 energy: PAW 0.575337, all-electron 0.575336 hartree
band 4 energy: PAW 1.385669, all-electron 1.385669 hartree
|A| bands 1->3: PAW 0.39416, all-electron 0.39416 bohr
|A| bands 2->3: PAW 0.89261, all-electron 0.89262 bohr
|A| bands 1->4: PAW 0.17277, all-electron 0.17277 bohr
|A| bands 2->4: PAW 0.08621, all-electron 0.08620 bohr
2 waves per parity: largest energy error 5.9e-03 hartree
2 waves per parity: largest |A| error / largest |A| 5.6e-03
3 waves per parity: largest energy error 3.5e-06 hartree
3 waves per parity: largest |A| error / largest |A| 9.2e-06
same |A| error with the first term only: 2.2e-02
2->3, part of |A| from wave derivative term: 0.87746 bohr
2->3, part of |A| from Q (x-R) term: -0.02036 bohr
2->3, part of |A| from dipole D term: 0.03551 bohr
2->3 energy: 0.87959 hartree = 23.935 eV
2->3 |A|: 0.89261 bohr = 0.4724 angstrom
band 2 slope: -0.169592, by differences -0.169591 hartree bohr
q=0, 2->3: smooth part 0.09024, full 2.4e-16
2->3 pair density / q, mean of +-q, q=0.1 1/bohr: 0.88400 bohr
2->3 pair density / q, mean of +-q, q=0.01 1/bohr: 0.89253 bohr
2->3 pair density / q, mean of +-q, q=0.001 1/bohr: 0.89261 bohr
q=0.2 1/bohr, 2->3: smooth 0.20247, PAW 0.13245, all-electron 0.13245
q=0.2: largest error smooth 2.2e-01, PAW 1.2e-06
polarizability per cell, 24 k points: PAW 3.6388 bohr^3
polarizability from q=0.005 1/bohr: 3.6387 bohr^3
polarizability, all-electron: 3.6390 bohr^3
cross-section per chain: 30.0 bohr^2
head of dielectric matrix: PAW 1.2540, all-electron 1.2541
```
